# Pseudomagnetic field and flux of a laterally frozen Gaussian graphene bump

## 1. Situation and result

Graphene laid over a small protrusion is lifted out of its plane. If the substrate prevents every atom from sliding sideways, every bond that runs partly up or down a slope must lengthen, while a bond along a contour line keeps its length. Longer bonds have weaker hopping, and unequal hopping along the three bond directions acts on low-energy electrons like a vector potential. The question is what magnetic field this potential represents, and how much flux it carries.

The height is
$$h(r)=h_0e^{-r^2/b^2},$$
with polar coordinates $(r,\theta)$ centred on the bump and $\theta$ measured from the zigzag direction $x$. The bond length is $a$, the electron charge is $-e$, and $\beta=-d\ln t/d\ln(\text{bond length})$ describes the hopping energy $t$. With
$$C=\frac{\hbar\beta}{2ea},$$
the field in valley $K=(4\pi/(3\sqrt3a),0)$ is
$$\boxed{B_K=-C\,\frac{8h_0^2r^3}{b^6}e^{-2r^2/b^2}\sin3\theta}\qquad B_{K'}=-B_K .$$
Its total flux is zero in each valley separately.

The result is of leading order in strain and in $a/b$. It assumes nearest-neighbour hopping that depends on bond length alone, small slopes, and energies near the Dirac point. The frozen in-plane positions are a mechanical constraint; section 7 removes it.

## 2. Strain from height alone

Take two neighbouring atoms separated in the plane by $\boldsymbol\delta$, with $|\boldsymbol\delta|=a$. Their height difference is $\boldsymbol\delta\cdot\nabla h$ to leading order in $a/b$, so the new bond length is
$$d=\sqrt{a^2+(\boldsymbol\delta\cdot\nabla h)^2}\simeq a+\frac{(\boldsymbol\delta\cdot\nabla h)^2}{2a}.$$
Writing the relative stretch as $\delta_iu_{ij}\delta_j/a^2$ identifies the strain
$$u_{ij}=\tfrac12\,\partial_ih\,\partial_jh .$$
For a circular bump $\nabla h$ is radial, so the one nonzero polar component is $u_{rr}=f=h'^2/2$. Since $h'=-(2r/b^2)h$,
$$f(r)=\frac{2h_0^2r^2}{b^4}e^{-2r^2/b^2}.$$
Its derivative, needed below, is
$$f'=f\left(\frac2r-\frac{4r}{b^2}\right).$$
Setting $f'=0$ gives the largest strain, $h_0^2e^{-1}/b^2$, at $r=b/\sqrt2$ (here $e^{-1}$ is the exponential, not the charge).

The Cartesian components follow from the radial unit vector $(\cos\theta,\sin\theta)$: $u_{xx}=f\cos^2\theta$, $u_{yy}=f\sin^2\theta$ and $u_{xy}=f\sin\theta\cos\theta$. Therefore
$$u_{xx}-u_{yy}=f\cos2\theta,\qquad 2u_{xy}=f\sin2\theta .$$

## 3. From hopping to vector potential

The vectors from an A atom to its B neighbours are
$$\boldsymbol\delta_1=a(0,1),\quad \boldsymbol\delta_{2,3}=a(\pm\tfrac{\sqrt3}{2},-\tfrac12).$$
At $K$ the phases $e^{iK\cdot\delta_n}$ are $1,\omega,\bar\omega$, where $\omega=e^{2\pi i/3}$, $\omega+\bar\omega=-1$ and $\omega-\bar\omega=i\sqrt3$. The phases add to zero, which makes $K$ a Dirac point.

**Unstrained sheet.** Expanding the Bloch sum to first order in $\mathbf q$ gives
$$\begin{aligned}H_{AB}&=-t\sum_ne^{i(K+q)\cdot\delta_n}\simeq-it\sum_n(\mathbf q\cdot\boldsymbol\delta_n)e^{iK\cdot\delta_n}\\
&=-ita\left[q_y\Big(1-\frac{\omega+\bar\omega}{2}\Big)+\frac{\sqrt3}{2}q_x(\omega-\bar\omega)\right]\\
&=-ita\left[\tfrac32q_y+\tfrac{3i}{2}q_x\right]=\hbar v(q_x-iq_y),\end{aligned}$$
with $\hbar v=3ta/2$.

**Strained sheet.** The definition of $\beta$ gives $\delta t_n=-\beta t\,\boldsymbol\delta_n\cdot u\cdot\boldsymbol\delta_n/a^2$. The three relative stretches are
$$u_{yy},\qquad \tfrac34u_{xx}+\tfrac14u_{yy}\mp\tfrac{\sqrt3}{2}u_{xy},$$
with the upper sign for $\boldsymbol\delta_2$. The added matrix element is
$$\begin{aligned}\delta H_{AB}&=-\sum_n\delta t_ne^{iK\cdot\delta_n}\\
&=\beta t\left[u_{yy}-\Big(\tfrac34u_{xx}+\tfrac14u_{yy}\Big)-\tfrac{\sqrt3}{2}u_{xy}(i\sqrt3)\right]\\
&=-\tfrac34\beta t\left[(u_{xx}-u_{yy})+2iu_{xy}\right].\end{aligned}$$
The in-plane bond vectors have not moved, so the phases need no correction.

For charge $-e$, a vector potential replaces $\hbar\mathbf q$ by $\hbar\mathbf q+e\mathbf A$. Hence $\delta H_{AB}=ve(A_x-iA_y)$. Dividing by $ve=3tae/(2\hbar)$ and separating real and imaginary parts gives
$$\mathbf A_K=-C\,(u_{xx}-u_{yy},\,-2u_{xy}).$$

When strain varies in space, $\mathbf A$ is evaluated locally. This drops two kinds of term: products $\delta t_n\,\mathbf q\cdot\boldsymbol\delta_n$, which make the velocity depend on strain, and gradients of $\delta t_n$ across one bond. They are smaller than the retained term by factors of order $qa$ and $a/b$.

**Other valley.** At $K'=-K$ all phases are conjugated. The unstrained element becomes $\hbar v(-q_x-iq_y)$, and the strain term becomes $-\tfrac34\beta t[(u_{xx}-u_{yy})-2iu_{xy}]$. Matching the latter to $ve(-A_x-iA_y)$ gives $\mathbf A_{K'}=-\mathbf A_K$. A real magnetic field has the same sign in both valleys; this one respects time reversal, which exchanges them.

The potential moves the Dirac point to $\mathbf q=-e\mathbf A/\hbar$. This was tested on a uniformly tilted sheet with slopes 0.03 and 0.02 along $x$ and $y$. The zeros of the full Bloch sum agree with this displacement to within 0.5% of its length in both valleys.

For implementation, the valley and the crystal axes must be fixed together. Exchanging the names A and B merely exchanges $H_{AB}$ and $H_{BA}$, and leaves $\mathbf A$ at a given $K$ unchanged.

## 4. The curl and its six lobes

In polar form $\mathbf A_K=-C(f\cos2\theta,-f\sin2\theta)$, so
$$B_K=\partial_xA_y-\partial_yA_x=C\left[\partial_x(f\sin2\theta)+\partial_y(f\cos2\theta)\right].$$
The derivatives are
$$\partial_x=\cos\theta\,\partial_r-\frac{\sin\theta}{r}\partial_\theta,\qquad
\partial_y=\sin\theta\,\partial_r+\frac{\cos\theta}{r}\partial_\theta .$$
Applying them term by term,
$$\begin{aligned}
\partial_x(f\sin2\theta)&=f'\cos\theta\sin2\theta-\frac{2f}{r}\sin\theta\cos2\theta,\\
\partial_y(f\cos2\theta)&=f'\sin\theta\cos2\theta-\frac{2f}{r}\cos\theta\sin2\theta .
\end{aligned}$$
In the sum, both $f'$ and $-2f/r$ multiply $\sin2\theta\cos\theta+\cos2\theta\sin\theta=\sin3\theta$. Thus
$$B_K=C\left(f'-\frac{2f}{r}\right)\sin3\theta$$
for any smooth circular bump in this model. For the Gaussian, the derivative in section 2 gives $f'-2f/r=-4rf/b^2$, and inserting $f$ produces the boxed result.

The field repeats after a rotation by 120° and reverses after 60°. Three negative lobes therefore alternate with three positive ones. The circular bump has no preferred direction; the pattern comes from the three bond directions.

The centre is quiet for a specific reason. A parabolic cap has $h'\propto r$ and $f\propto r^2$, for which $f'-2f/r=0$: it is strained but has no pseudomagnetic field at leading order in strain. The top of a Gaussian is parabolic to lowest order, and at this order in strain its departure from a parabola produces the $r^3$ law.

To find the peak, differentiate the logarithm of $r^3e^{-2r^2/b^2}$:
$$\frac3r-\frac{4r}{b^2}=0\quad\Rightarrow\quad r_p=\frac{\sqrt3}{2}b .$$
There $r_p^3=3\sqrt3\,b^3/8$ and the exponent is $-3/2$, so
$$|B|_{\max}=3\sqrt3\,e^{-3/2}\,C\frac{h_0^2}{b^3}.$$
At fixed width, doubling the height multiplies the field by four. At fixed aspect ratio $h_0/b$, the field falls as $1/b$.

## 5. Why the total flux vanishes

On a disc of any radius $R$ centred on the bump,
$$\Phi(R)=C\int_0^R\left(f'-\frac{2f}{r}\right)r\,dr\int_0^{2\pi}\sin3\theta\,d\theta=0,$$
because the angular integral is zero.

A second argument does not need the circular shape. Stokes' theorem gives
$$\int_{r<R}B\,d^2r=\oint_{r=R}\mathbf A\cdot d\boldsymbol\ell .$$
With frozen in-plane positions, $\mathbf A$ is quadratic in the local slope. For a smooth localized bump whose slope falls faster than $r^{-1/2}$, $|\mathbf A|$ falls faster than $1/R$, while the path has length $2\pi R$. The line integral then tends to zero. Physically, the sheet far away is unstrained and no circulation of $\mathbf A$ is left there.

The two arguments differ on finite regions. Add to the bump of section 6 a second one of height 0.6 nm and width parameter 6 nm, centred at $(8,3)$ nm. In the lattice calculation described in section 6, a disc of radius 8 nm about the origin then holds $-470\ \mathrm{T\,nm^2}$. Over a disc of radius 60 nm, which contains both bumps, the flux is zero to rounding error: $5.9\times10^{-15}$ of the integral of $|B|$, which is about $4600\ \mathrm{T\,nm^2}$. A simulation window that cuts through a bump can therefore show net flux without any error in the field.

Zero total flux does not mean weak lobes. For one lobe of the Gaussian, $\int_0^{\pi/3}\sin3\theta\,d\theta=2/3$. The radial integral follows from $\int_0^\infty e^{-\alpha r^2}dr=\tfrac12\sqrt{\pi/\alpha}$ by differentiating twice with respect to $\alpha$:
$$\int_0^\infty r^4e^{-\alpha r^2}dr=\frac{3\sqrt\pi}{8\alpha^{5/2}} .$$
With $\alpha=2/b^2$ this equals $3\sqrt\pi\,b^5/(32\sqrt2)$, and
$$|\Phi_{\rm lobe}|=C\frac{8h_0^2}{b^6}\cdot\frac23\cdot\frac{3\sqrt\pi\,b^5}{32\sqrt2}
=\sqrt{\frac\pi8}\,C\frac{h_0^2}{b}.$$

## 6. Worked example

Take $h_0=1$ nm and $b=10$ nm, with rough typical graphene values $a=0.142$ nm, $\beta=3$ and $t=2.7$ eV. Using $\hbar/e=658.21\ \mathrm{T\,nm^2}$,
$$C=\frac{658.21\times3}{2\times0.142}=6953\ \mathrm{T\,nm}.$$
The largest strain is $0.01\,e^{-1}=0.37\%$, at 7.07 nm. The field peaks farther out, at $r_p=8.66$ nm:
$$|B|_{\max}=1.159\times6953\times\frac{1}{1000}=8.06\ \mathrm T.$$
One lobe carries $0.6267\times6953\times0.1=436\ \mathrm{T\,nm^2}$. Six lobes give $2614\ \mathrm{T\,nm^2}$ for the integral of $|B|$.

A lattice calculation uses the actual height difference between bond ends and the law $t\exp[-\beta(d/a-1)]$. It gives $-8.00$ T at $\theta=30^\circ$ and $+8.00$ T at $90^\circ$, with the same alternation around the ring. Its integral of $|B|$ is $2604\ \mathrm{T\,nm^2}$ when converged (the angular grid behind the output below, which samples the kinks of $|B|$ coarsely, gives 2602), and its total flux is $5.7\times10^{-15}$ of that.

### The small gap between lattice and formula

Along $\theta=30^\circ$, the lattice field is larger in size than the formula at 2 nm (0.424 against 0.411 T), but smaller at the peak (8.00 against 8.06 T). The next order in strain explains both.

Let bond $n$ point along angle $\theta_n$ and set $\varepsilon_n=f\cos^2(\theta-\theta_n)$. Its relative stretch is $\sqrt{1+2\varepsilon_n}-1\simeq\varepsilon_n-\varepsilon_n^2/2$. Expanding the exponential to second order gives
$$\frac{\delta t_n}{t}=-\beta(\varepsilon_n-\kappa\varepsilon_n^2),\qquad \kappa=\frac{1+\beta}{2}.$$
Next use $\cos^2\phi=\frac12+\frac12\cos2\phi$ and $\cos^4\phi=\frac38+\frac12\cos2\phi+\frac18\cos4\phi$. The phases are $e^{iK\cdot\delta_n}=ie^{-i\theta_n}$ with $\theta_n=90^\circ,-30^\circ,210^\circ$, so
$$\sum_n\cos2(\theta-\theta_n)e^{iK\cdot\delta_n}=-\tfrac32e^{2i\theta},\quad
\sum_n\cos4(\theta-\theta_n)e^{iK\cdot\delta_n}=\tfrac32e^{-4i\theta},$$
while constant terms cancel. Consequently
$$A_x-iA_y=-C\left[(f-\kappa f^2)e^{2i\theta}+\frac{\kappa f^2}{4}e^{-4i\theta}\right].$$
The first term has the curl found before, with $f$ replaced by $f-\kappa f^2$. For the second, set $N=\kappa f^2/4$. Its potential is $-CN(\cos4\theta,\sin4\theta)$, and the same polar derivatives give the curl $-C(N'+4N/r)\sin3\theta$. The complete radial factor is
$$f'-\frac{2f}{r}-\kappa\left[\frac54(f^2)'-\frac{f^2}{r}\right].$$
Since $(f^2)'=4f^2/r-8rf^2/b^2$, dividing by the leading factor $-4rf/b^2$ gives
$$\frac{B}{B_{\rm leading}}=1+\kappa f\left(\frac{b^2}{r^2}-\frac52\right).$$
Here $\kappa=2$. The correction is $+3.3\%$ at 2 nm and $-0.8\%$ at the peak, as the lattice values show. Both the lattice values and this expansion take the Bloch sum at $K$ itself. The displacement of the Dirac point has further terms of second order in strain, similar in size to this correction, from $\delta t_n\,\mathbf q\cdot\boldsymbol\delta_n$ and from the curvature of the bands, so this correction explains the gap but is not the complete second-order field. The larger relative correction near the centre occurs where the field itself is small: over the sampled range of 0.5 to 30 nm, the largest gap is 0.82% of the peak field. For a bump only 0.02 nm high, with $b$ unchanged, the gap stays below 0.2% of that bump's peak in both valleys.

## 7. If the sheet can slide

Now hold the height profile fixed but let the sheet relax sideways without friction. Both sublattices are taken to follow the same smooth displacement; a relative shift between them, which would also alter the bond lengths and the field, is left out. Let $w(r)$ be the radial displacement, $Y$ the two-dimensional Young modulus and $\nu$ the Poisson ratio. The strains are $u_{rr}=w'+f$ and $u_{\theta\theta}=w/r$. Define $g=u_{rr}-u_{\theta\theta}$ and $D=\sigma_{rr}-\sigma_{\theta\theta}$.

Three relations determine $g$:

- Compatibility: $(ru_{\theta\theta})'=w'=u_{rr}-f$, so $ru_{\theta\theta}'=g-f$.
- Force balance: $r\sigma_{rr}'=-D$.
- Hooke's law: $Yg=(1+\nu)D$ and $Yu_{\theta\theta}=\sigma_{\theta\theta}-\nu\sigma_{rr}=(1-\nu)\sigma_{rr}-D$.

Applying $r\,d/dr$ to the last expression gives
$$-(1-\nu)D-rD'=Y(g-f)=(1+\nu)D-Yf,$$
or $rD'+2D=Yf$. Multiplying by $r$ makes the left side $(r^2D)'$. Regularity at the centre removes the integration constant, hence
$$g(r)=\frac{1+\nu}{r^2}\int_0^rsf(s)\,ds
=\frac{(1+\nu)h_0^2}{4r^2}\left[1-(1+x)e^{-x}\right],\quad x=\frac{2r^2}{b^2}.$$
The integral uses $s\,ds=b^2dx/4$ and $f=(h_0^2/b^2)xe^{-x}$. Direct minimization of the elastic energy on 600 radial cells out to 60 nm, with a free edge, reproduces $g$ within 0.5% of its maximum.

The difference of radial and hoop strain is what enters $\mathbf A$. In coordinates attached to the original atomic positions, $g$ therefore replaces $f$. From the integral, $g'=(1+\nu)f/r-2g/r$, so $g'-2g/r=(1+\nu)f/r-4g/r$, and
$$B_K^{\rm relaxed}=-\frac{(1+\nu)Ch_0^2}{r^3}
\left[1-\left(1+x+\frac{x^2}{2}\right)e^{-x}\right]\sin3\theta .$$
The lobes keep their signs. Near the centre the bracket is $x^3/6$, and the field is $(1+\nu)/6$ of the frozen one. Far away it has a $1/r^3$ tail instead of a Gaussian cutoff. The total flux still vanishes, since $|\mathbf A|\sim1/r^2$.

With the rough value $\nu=0.17$, the peak drops from 8.1 to 2.7 T and moves from 8.66 to 10.77 nm. Within this model, the frozen assumption thus changes the peak by a factor of three at the same height profile. The relative sublattice shift left out here could alter that factor noticeably: a simple bond-stretch and bond-angle force model fitted to $\nu=0.17$ lowers the relaxed field by about a further 30%, which would make the factor about four. The relaxed sheet is also in hoop compression outside the bump, reaching about $-5.5\times10^{-4}Y$ near 13 nm; a real sheet may wrinkle there, which the fixed height profile excludes.

## 8. Reading the numbers for a real sheet

The example represents graphene over a nanoscale protrusion, with modest strain. Real profiles need not be Gaussian, and complete pinning is a demanding assumption. To balance the in-plane stress of the frozen sheet, the substrate must supply a shear stress of size
$$\frac{Y}{1-\nu^2}\left|f'+(1-\nu)\frac fr\right| .$$
With the rough value $Y=340$ N/m this reaches about 450 MPa in the example. Shear strengths reported for graphene on oxide or polymer substrates are only of order 1 MPa. A contact that slips at a lower stress than required cannot hold the sheet frozen, so 8 T is the value for complete pinning, not an estimate for a weakly held sheet. Sliding is the largest of the corrections to the field sized here: frictionless sliding, in the model of section 7, lowers the peak by 67%. The rough value of $\beta$ matters too, because the leading field is proportional to it.

Bending also tilts neighbouring $\pi$ orbitals. The misalignment of their axes alone changes hopping by about $4\times10^{-4}\%$, against 1.1% from stretching. This estimate counts only the angle between the two axes. It includes neither the end-on overlap of tilted $\pi$ orbitals, which is of the same order in that angle, nor mixing with $\sigma$ orbitals.

Strain also produces a scalar potential, which does not enter $B$. With a rough coupling of 3 eV it reaches 11 meV in the frozen sheet. The largest gauge energy there is $ve|\mathbf A|=\tfrac34t\beta f_{\max}\simeq22$ meV, only about twice as large. In the frictionless sheet of section 7 the two maxima are nearly equal, about 11 meV for the gauge energy and 12 meV for the scalar potential, but they lie at different places: the scalar potential peaks at the centre, where the gauge energy vanishes, and has fallen to about 2 meV near 9.5 nm, where the gauge energy peaks. The scalar term should therefore not be dropped from a transport or spectral calculation without a check. All these energies lie below the thermal energy of 26 meV at 300 K, but that comparison alone does not show that their effects are washed out: electronic structure of size $b$ has the energy scale $\hbar v/b\simeq58$ meV.

The peak of 8 T should not be inserted into the Landau-level formula for a uniform field. The magnetic length $\sqrt{\hbar/(eB)}$ at the peak is 9.0 nm, comparable with $b$, over which the field changes strongly. A Landau level holds one state per flux quantum $h/e=4136\ \mathrm{T\,nm^2}$ for each spin and valley, whereas one lobe contains 0.105 quanta.

Reaching one quantum per lobe at fixed $b=10$ nm would require $h_0\simeq3.1$ nm in the leading-order formula, with a maximum strain near 3.5%. That is a counting estimate of where Landau-like states become worth considering in a frozen sheet, not a computed threshold or a guarantee of separated levels. The numerical output below lists the main values for the frozen and relaxed sheets.

## Values computed for the example and the checks

```
bond length a = 0.142 nm
hopping exponent beta = 3.0
hopping energy t = 2.7 eV
bump height h0 = 1.0 nm
bump width b = 10.0 nm
Poisson ratio = 0.17
hbar/e = 658.21 T nm^2
prefactor hbar beta/(2 e a) = 6952.9 T nm
largest strain = 0.368 %
radius of largest strain = 7.07 nm
peak radius = 8.66 nm
peak field, formula = 8.061 T
field in valley K at theta = 30 deg:
  r = 2.00 nm: formula -0.411 T, lattice -0.424 T
  r = 5.00 nm: formula -4.217 T, lattice -4.254 T
  r = 8.66 nm: formula -8.061 T, lattice -7.998 T
  r = 12.00 nm: formula -5.396 T, lattice -5.364 T
  r = 16.00 nm: formula -1.362 T, lattice -1.360 T
lattice field at the peak radius, valley K:
  theta = 30 deg: -7.998 T
  theta = 90 deg: +7.998 T
  theta = 150 deg: -7.998 T
  theta = 210 deg: +7.998 T
  theta = 270 deg: -7.998 T
  theta = 330 deg: +7.998 T
largest lattice-formula gap / peak = 0.82 %
flux of one lobe (size) = 435.7 T nm^2
flux quantum h/e = 4135.7 T nm^2
lobe flux / flux quantum = 0.105
integral of |B|, lattice = 2602.3 T nm^2
|total flux| / integral of |B| = 5.7e-15
two bumps, flux in 8 nm disc = -469.8 T nm^2
two bumps, integral of |B| = 4596.4 T nm^2
two bumps, |total| / that = 5.9e-15
relaxed sheet: peak field = 2.665 T
relaxed sheet: peak radius = 10.77 nm
relaxed peak / frozen peak = 0.331
magnetic length at peak field = 9.04 nm
hopping change from stretch = 1.10 %
hopping change from misalignment = 4.0e-04 %
largest gauge energy v e|A| = 22.3 meV
scalar coupling (rough) = 3.0 eV
largest scalar potential = 11.0 meV
thermal energy at 300 K = 25.9 meV
```
